Fourth-Root Thickening of a Layer Fed by Coarsening Grain Boundaries

**1. The result**

A compound layer of thickness h grows on a substrate at constant temperature. One species crosses it along the boundaries of columnar grains of width d, and the columns coarsen as

d² = d0² + kt.

If the layer starts from zero thickness, then

h² = (4A/k)(d − d0) = 4At/(d + d0),  A = 2δD_bε.

Here δ is the width of a grain boundary and D_b the diffusivity along it. The number ε = ΩΔc is a dimensionless driving factor: Δc is the concentration difference between the two ends of a boundary, and Ω is the volume of layer formed per atom delivered. Once d is much larger than d0,

h → (4A/√k)^(1/2) t^(1/4).

The fourth root is thus a late-time limit. While the grains still have nearly their first width, the same formula gives parabolic growth, h ∝ t^(1/2).

**2. How much boundary there is**

Look at the layer from above. Let each column have a polygonal section whose sides all touch an inscribed circle of diameter d, as in a pattern of equal squares or regular hexagons. Triangles drawn from the centre of the circle to the sides all have height d/2, so a section of perimeter P has the area

S = (1/2)P(d/2) = Pd/4,  hence P/S = 4/d.

A boundary of width δ is shared by two columns, so each column owns a strip of width δ/2 along its perimeter. The area fraction of boundary is

f = (δ/2)(P/S) = 2δ/d.

This counts the column corners twice. Removing the strip leaves a similar polygon of diameter d − δ, so the full fraction is 1 − (1 − δ/d)² = 2δ/d − δ²/d². The simple formula is too large by about δ/(2d), relative to itself, which is small for all widths used below.

**3. The growth rate**

Let z run from the feed side (z = 0) to the reaction front (z = h). Four assumptions enter here:

- Both ends of each boundary are at local equilibrium, so Δc is fixed.
- The width d is the same at all depths.
- Atoms that reach the front spread quickly over it, so the front stays flat.
- The grains themselves neither carry nor take up the species.

If the boundaries store little, the same current passes every depth and the concentration along them is linear. The flux per unit area of layer is then

J = f D_b Δc/h.

Each atom delivered forms the volume Ω, so

dh/dt = ΩJ = (2δ/d) D_b ε/h = A/(hd).

The rate falls for two reasons: the path h becomes longer, and the number of paths per unit area becomes smaller.

The linear profile needs the relaxation time along the boundary, about h²/D_b, to be short compared with t. The result itself settles this:

h²/(D_b t) = 4A/[D_b(d + d0)] = 8δε/(d + d0).

This is small whenever δε is much smaller than d, so the assumption is consistent with its own outcome.

**4. Integration**

Multiply the rate by 2h:

d(h²)/dt = 2A/d.

It is convenient to use d in place of t. Differentiating d² = d0² + kt gives 2d dd = k dt, that is, dt = (2d/k) dd. Therefore

d(h²) = (2A/d)(2d/k) dd = (4A/k) dd.

The width cancels. With h = 0 at d = d0,

h² = (4A/k)(d − d0).

Since kt = d² − d0² = (d − d0)(d + d0), we may replace d − d0 by kt/(d + d0), which gives the second form, h² = 4At/(d + d0).

For t ≪ d0²/k the sum d + d0 is nearly 2d0 and h² → 2At/d0, the parabolic law of a layer with fixed grains. For t ≫ d0²/k the sum is nearly √(kt) and h² → 4A√(t/k), whose square root is the fourth-root law.

One cannot obtain the thickness by putting the present width into the fixed-grain law. That would give h² = 2At/d, which at late times is half the correct value. The layer did much of its growing while its grains were finer than they are now.

**5. How slowly the fourth root is reached**

The slope of a plot of ln h against ln t is the local exponent

n = d(ln h)/d(ln t) = (1/2) t (dd/dt)/(d − d0).

Insert dd/dt = k/(2d), and then kt = (d − d0)(d + d0):

n = kt/[4d(d − d0)] = (d + d0)/(4d) = (1/4)(1 + d0/d).

It starts at 1/2 and falls towards 1/4. To come within 0.01 of 1/4, the grains must have coarsened to d = 25d0, whatever the diffusivity.

**6. Other coarsening laws**

Suppose d = bt^m with m < 1. Then d(h²)/dt = (2A/b)t^(−m), and

h² = 2A t^(1−m)/[b(1 − m)],  h ∝ t^((1−m)/2).

Fixed grains (m = 0) give the exponent 1/2, m = 1/3 gives 1/3, and m = 1/2 gives 1/4. Direct numerical integration of the growth rate gave late exponents of 0.5000, 0.3333 and 0.2500 for these three cases.

A different premise is that the columns widen in proportion to the thickness, d = βh. The rate becomes dh/dt = A/(βh²), so h³ = 3At/β and the exponent is 1/3. The width then also grows as t^(1/3), in agreement with the rule. In this model, where the grains take up nothing, the fourth root therefore comes from grains that coarsen by their own clock, with d ∝ t^(1/2); boundary transport through fixed grains gives a parabolic layer. A fourth root is not unique to coarsening, however: the depth to which a species penetrates along fixed boundaries while leaking sideways into the grains also grows as t^(1/4).

**7. Width that varies with depth**

Let the width be d(z,t), with boundaries that join up from one depth to the next. The same flux J passes every depth, so −dc/dz = J d(z,t)/(2δD_b). Integrating across the layer gives

Δc = [J/(2δD_b)] ∫ d(z,t) dz,  dh/dt = A/∫ d(z,t) dz,

with both integrals from 0 to h. Suppose that at late times the width keeps a fixed shape, d = √(kt) φ(z/h), and let Φ be the integral of φ(x) from 0 to 1. Then

h dh/dt = A/[Φ√(kt)],  h² = 4A√t/(Φ√k).

The exponent is still 1/4; the shape changes the prefactor alone.

As an example, let each slice of the layer keep the width that the columns had when the front passed it, while the width at the front follows √(kt). If h ∝ t^(1/4), the front passed depth z at the time t(z/h)⁴. The width there is √(kt)(z/h)², so φ = x² and Φ = 1/3. The layer is thicker than one of uniform width by the factor √3, because its older part keeps its fine grains. Numerical integration of this case gave the exponent 0.2500 and the late ratio 1.7320.

**8. Worked example: a tin-fed Nb3Sn layer**

Take a layer of Nb3Sn growing between thick bronze and niobium, with tin moving along the grain boundaries. The parameters are round and rough: δ = 0.5 nm, D_b = 5.0×10⁻¹¹ cm²/s, ε = 0.1, d0 = 20 nm and k = 0.06 nm²/s. Since 1 cm² = 10¹⁴ nm², D_b is 5000 nm²/s, and

A = 2 × 0.5 × 5000 × 0.1 = 500 nm³/s,
4A/k = 2000/0.06 = 33 333 nm.

After 100 h, t = 3.6×10⁵ s, and

d = √(400 + 0.06 × 3.6×10⁵) = √22 000 = 148.3 nm,
h = √(33 333 × 128.3) = 2068 nm = 2.07 µm.

The course of growth is as follows.

| t (h) | d (nm) | h (nm) | n | fourth-root limit (nm) |
|---|---|---|---|---|
| 1 | 24.8 | 401 | 0.451 | 700 |
| 10 | 50.6 | 1010 | 0.349 | 1245 |
| 100 | 148.3 | 2068 | 0.284 | 2213 |
| 1000 | 465.2 | 3852 | 0.261 | 3936 |

At 100 h the limiting law is 7 % above the full law, relative to the full law. The exponent reaches 0.26 at 1156 h, when d = 500 nm.

Between 10 h and 100 h the mean exponent is log₁₀(2068/1010) = 0.31. Thickness data from this interval could be taken for a cube-root law, although the grains coarsen by the square-root law throughout. Measuring the grain width as well removes the doubt: within this model, h² plotted against d is a straight line of slope 4A/k.

With D_b, ε and d0 held fixed, a layer whose grains did not coarsen would reach 4243 nm in 100 h, about twice as much. If each slice kept its first width, the thickness would be 2794 nm. That is 1.35 times the uniform-width value; the factor √3 belongs to later times.

**9. What ends or alters the law**

*Storage in the boundaries.* The diffusion equation along the boundaries was solved with a moving front, starting from a layer of 100 nm. Boundaries that vanish were taken to leave their solute behind in the grains. The thickness at 100 h was 2070.1 nm, against 2070.6 nm from the law with the same start. Doubling the number of mesh cells from 20 to 40 moved the result by about 0.001 nm.

*Storage in the grains.* Coarsening boundaries sweep through the grains and can change their composition. If the grains took on the same linear profile as the boundaries, they would hold on average Δc/2 above the front value. The front uses 1/Ω atoms per unit volume of layer, so the extra uptake would be ε/2, or 5 %, of the tin used there.

*Lattice diffusion.* If the grains carry a steady flux with diffusivity D_l under the same Δc, the rate becomes dh/dt = (ε/h)(D_l + 2δD_b/d), and

h² = 2εD_l t + (4A/k)(d − d0).

The first term grows faster than the second, so growth finally becomes parabolic again. The two fluxes are equal at d = 2δD_b/D_l. With the rough value D_l = 1.0×10⁻¹⁸ cm²/s this width is 5 cm, far beyond any grain considered here, and at 100 h the lattice carries 3×10⁻⁶ of the boundary flux. This is an estimate of size, since √(D_l t) is then only 6 nm and the grains are far from a steady profile.

*Spreading over the front.* Atoms arrive at the rim of each column and must reach its centre. Let the front be a thin sheet of width δ_i and diffusivity D_i, and let the column be round. The flow inward through a circle of radius r feeds the area inside it:

2πr δ_iD_i (dc/dr) = πr² (1/Ω)(dh/dt).

Integrating from r = 0 to d/2 gives a drop of d²(dh/dt)/(16Ωδ_iD_i) from rim to centre. The drop along the boundary, from section 3, is hd(dh/dt)/(2ΩδD_b). Their ratio is

(d/8h) × (δD_b)/(δ_iD_i).

For equal products δD this is 148.3/(8 × 2068) = 0.9 % at 100 h. With δ_iD_i a hundred times smaller the two drops would be comparable, and the law would fail. The ratio varies in time as d/h, and by section 4 d²/h² is proportional to d²/(d − d0). It therefore falls until d = 2d0 and grows from then on, at late times as t^(1/2)/t^(1/4) = t^(1/4). Where spreading takes nearly all of Δc and the front stays flat, dh/dt ∝ 1/d² ∝ 1/t, and the thickness rises as the logarithm of time.

*Reaction at the front.* If the reaction needs a concentration excess (dh/dt)/(ΩK), with K a rate constant, the boundary drop exceeds it by the factor Khd/(2δD_b). With h and d from the table, this factor is 10 at 100 h for K = 1.6×10⁻⁸ cm/s, but about 31 times smaller at 1 h. A factor of 10 at the end does not make the law accurate there, because the thickness lost early is made up only slowly. Adding the two drops and integrating the rate from the start gives about 1.62 µm at 100 h, 22 % below the law, and a thickness still 7 % below it at 1000 h. With K ten times larger the shortfall at 100 h is about 3 %. A slow reaction thus spoils the early part of the curve, and its effect on the thickness fades slowly.

*Depletion of the bronze.* Tin drawn from the face of a thick plate at time s lowers the face concentration at time t in proportion to 1/√(πD(t − s)), where D is the diffusivity in the bronze. Summing over the growth history gives the face loss

(1/√(πD)) ∫ (1/Ω)(dh/ds)/√(t − s) ds,  from s = 0 to t.

With D = 1.0×10⁻¹⁰ cm²/s and half as much tin per volume in the bronze as in the layer, the face has lost 5.3 % of its initial tin at 100 h. The loss was larger before, about 12 % at 0.1 h and 8.6 % at 10 h, because the growth rate falls faster than t^(−1/2). If ε fell in proportion to the tin left at the face, the thickness at 100 h would be about 3.6 % lower. How ε follows the tin content of the bronze is not part of the model.

**10. The model beside the real case**

Bronze-route Nb3Sn is typically reacted at roughly 650 to 700 °C for times of the order of 100 h. It then has layers of the order of a micrometre and grains of the order of 100 nm. The example lies in this range because its parameters were chosen so; it does not predict these sizes. The thickness depends on D_b and ε through their product alone, and neither is claimed as measured. The square-root coarsening is likewise a premise, not an established property of this compound.

Two assumptions are doubtful in real conductors. The grains are not uniform columns through the whole layer; how much this matters depends on where the coarse grains lie. The frozen-width case, which gave a factor 1.35 at 100 h, has its coarsest grains at the reaction front, whereas bronze-route layers usually show their coarsest grains next to the bronze. If instead each slice is born at the front with width d0 and coarsens with its own age, the thickness at 100 h is about 2230 nm, a factor 1.08; at late times φ = √(1 − x⁴), Φ = 0.874 and the factor is 1.07. And in a multifilament wire the bronze between the filaments is thin. A bronze layer of 10 µm feeding one face would have given up 2.07/(0.5 × 10) = 41 % of its tin to the layer computed here. If the bronze stayed well mixed and ε fell in proportion to its remaining tin, ε would never drop below 0.59 of its first value. The thickness would then be lower by at most 1 − √0.59, or 23 %. The apparent exponent would also fall, so a low exponent in such a wire is not by itself evidence of grain coarsening.

Most of the values used in sections 6 to 9 are listed in the numerical output below.

Calculated quantities

```
INPUTS (rough, chosen)
boundary width delta = 0.5 nm
boundary diffusivity D_b = 5.0e-11 cm2/s
driving factor eps = 0.1
first grain width d0 = 20 nm
grain-growth constant k = 0.06 nm2/s
lattice diffusivity D_l = 1.0e-18 cm2/s
tin diffusivity in bronze = 1.0e-10 cm2/s
tin density, bronze/layer = 0.5
GROWTH
A = 500.0 nm3/s
4A/k = 33333 nm
time h | width nm | thickness nm | exponent | limit law nm
    1 |   24.8 |   400.8 | 0.451 |   699.9
   10 |   50.6 |  1009.9 | 0.349 |  1244.7
  100 |  148.3 |  2068.2 | 0.284 |  2213.4
 1000 |  465.2 |  3852.2 | 0.261 |  3936.0
thickness at 100 h = 2.07 um
exponent 0.26 reached at 1156 h
grain width then = 500 nm
100 h, no coarsening: 4243 nm
100 h, slices keep first width: 2794 nm
ratio to uniform width at 100 h = 1.351
late ratio to uniform width = 1.7320
LATE EXPONENTS FROM INTEGRATION
width ~ t^0: thickness exponent 0.5000
width ~ t^1/3: thickness exponent 0.3333
width ~ t^1/2: thickness exponent 0.2500
slices keep first width: exponent 0.2500
NEGLECTED EFFECTS AT 100 h
boundary area fraction = 0.00674
corner overlap at d0 = 1.25 %
moving-front run, start 100 nm: 2070.08 nm
closed law, same start: 2070.62 nm
mesh shift, 20 to 40 cells: 1.2e-03 nm
lattice/boundary flux = 3.0e-06
width for equal fluxes = 5.0 cm
front spreading, equal delta*D: 0.90 %
K for 10:1 drop, boundary:reaction = 1.6e-08 cm/s
bronze surface tin loss = 5.3 %
```
